# When do majority carriers drag minority carriers backwards?: test program

```python
"""Electron-hole drag in one conducting layer.
Result under test: with friction coefficient kappa between the two species,
  mu_e_eff = mu_e*(1 + kappa*mu_h*(n-p))/D,
  mu_h_eff = mu_h*(1 - kappa*mu_e*(n-p))/D,  D = 1 + kappa*(n*mu_h + p*mu_e),
so minority holes run backwards exactly when kappa*mu_e*(n-p) > 1, while the
total conductivity stays positive.
n, p: sheet densities; mu_e, mu_h: mobilities without electron-hole friction;
kappa: friction force per carrier, per charge, per density, per velocity (V s).
kappa is computed for an InSb quantum well from golden-rule scattering.
"""
import numpy as np
from scipy import constants as C
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

Q, HBAR, M0 = C.e, C.hbar, C.m_e
# Rough typical inputs for a remotely doped InSb well
TEMP, WIDTH, EPS = 77.0, 20e-9, 16.8
N_CM, P_CM = 3e11, 1e10            # cm^-2
MU_E, MU_H = 1.5e5, 5e3            # cm^2/Vs
ME, MH = 0.020, 0.10               # in-plane masses / free mass
M_EDGE, GAP_EV, MH_Z = 0.014, 0.23, 0.25
FIELD = 1.0                       # V/cm
T_ENERGY = 10e-12                 # s, rough energy relaxation time
KT = C.k * TEMP
N_SI = N_CM * 1e4
A = Q**2 / (2 * EPS * C.epsilon_0)  # bare 2D interaction is A/q
KF = np.sqrt(2 * np.pi * N_SI)


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def form_factor(x):
    """Infinite-well ground states for both carriers; x = q*width."""
    s = x**2 + 4 * np.pi**2
    return (3*x + 8*np.pi**2/x
            + 32*np.pi**4*np.expm1(-x)/(x**2*s)) / s


def interaction(q, qs):
    f = form_factor(q * WIDTH)
    return A * f / (q + qs * f)


def electron_state(me):
    """Thermal wavevector, reduced chemical potential, screening wavevector."""
    k0 = np.sqrt(2 * me * M0 * KT) / HBAR
    ef = np.pi * HBAR**2 * N_SI / (me * M0 * KT)
    eta = np.log(np.expm1(ef))
    qs = A * me * M0 / (np.pi * HBAR**2) * (-np.expm1(-ef))
    return k0, eta, qs


def structure_factor(q, w, eta, nk):
    """Electron S(q,w); wavevectors in k0, energies in kT."""
    kpar = (w - q**2) / (2 * q)
    kp, wk = gauss(0, np.sqrt(max(eta, 0) + 35), nk)
    en = kpar[..., None]**2 + kp**2
    occupied = expit(eta - en)
    empty = expit(en + w[..., None] - eta)
    return (occupied * empty) @ wk / (np.pi * q)


def hermite(count):
    t, w = np.polynomial.hermite_e.hermegauss(count)
    return t, w / w.sum()


def friction(me=ME, mh=MH, screen=1.0, q_extra=0.0, p_weight=0.0,
             nq=80, nt=48, nk=80):
    """kappa in V s; mh = inf describes immobile charges."""
    k0, eta, qs = electron_state(me)
    r = me / mh
    q, wq = gauss(0, 2 * np.sqrt(max(eta, 0) + 30), nq)
    t, wt = hermite(nt)
    w = -r * q[:, None]**2 + np.sqrt(2 * r) * q[:, None] * t
    s = structure_factor(q[:, None], w, eta, nk) @ wt
    u = interaction(q * k0, screen * qs + q_extra) * k0 / A
    cos_angle = np.maximum(-1, 1 - (q * k0)**2 / (2 * KF**2))
    overlap = (1 - p_weight * (1 - cos_angle))**2
    integral = np.sum(wq * q**3 * u**2 * overlap * s) / (2 * np.pi)
    return k0**4 * A**2 * HBAR * integral / (4 * KT**2 * N_SI * Q)


def velocities(n, p, mu_e, mu_h, kappa, field):
    """Direct solution of the two force balances."""
    matrix = np.array([[1/mu_e + kappa*p, -kappa*p],
                       [-kappa*n, 1/mu_h + kappa*n]])
    return np.linalg.solve(matrix, np.array([-field, field]))


def effective_mobilities(n, p, mu_e, mu_h, kappa):
    d = 1 + kappa * (n * mu_h + p * mu_e)
    return (mu_e * (1 + kappa * mu_h * (n - p)) / d,
            mu_h * (1 - kappa * mu_e * (n - p)) / d)


# Form factor against its defining double integral
for x in (0.5, 3.0, 8.0):
    z, wz = gauss(0, 1, 60)
    s, ws = gauss(0, 1, 60)
    zz = z[:, None] * s
    inner = (2*np.sin(np.pi*zz)**2 * np.exp(-x*(z[:, None]-zz))) @ ws * z
    direct = 2 * np.sum(wz * 2*np.sin(np.pi*z)**2 * inner)
    assert abs(direct / form_factor(x) - 1) < 1e-8

# Friction coefficient, quadrature convergence, and immobile charges
kappa = friction()
kappa_fine = friction(nq=120, nt=70, nk=120)
conv = abs(kappa_fine / kappa - 1)
assert conv < 1e-3
kappa_ion = friction(mh=np.inf)
k0, eta, qs = electron_state(ME)
en, we = gauss(0, (max(eta, 0) + 35) * KT, 240)
th, wth = gauss(0, np.pi, 120)
kk = np.sqrt(2 * ME * M0 * en) / HBAR
u2 = interaction(2 * kk[:, None] * np.sin(th / 2), qs)**2
rate = ME*M0/(np.pi*HBAR**3) * ((u2 * (1 - np.cos(th))) @ wth)
occ = expit(eta - en / KT)
elastic = np.sum(we * ME*M0/(np.pi*HBAR**2) * ME*M0*en
                 * occ*(1-occ)/KT * rate) / (N_SI * Q)
assert abs(elastic / kappa_ion - 1) < 2e-3
assert kappa < kappa_ion

# Force at finite relative drift, computed without detailed balance
drift = 0.04                      # unit kT/(hbar*k0)
q, wq = gauss(0, 2 * np.sqrt(max(eta, 0) + 30), 70)
t, wt = hermite(48)
phi = 2 * np.pi * np.arange(12) / 12
r = ME / MH
q3 = q[:, None, None]
w3 = (-r*q3**2 + np.sqrt(2*r)*q3*t
      - drift*q3*np.cos(phi)[None, :, None])
s3 = structure_factor(q3, w3, eta, 70) @ wt
pot = (interaction(q * k0, qs) * k0 / A)**2
force = np.sum(wq*q**2*pot*(s3 @ np.cos(phi))) * (2*np.pi/12) / (2*np.pi)**2
kappa_force = (-force/drift) * k0**4 * A**2 * HBAR / (KT**2 * N_SI * Q)
assert abs(kappa_force / kappa - 1) < 1e-2  # leaves room for drift^2 terms

# Closed mobilities against relaxation from rest in time
mue, muh = effective_mobilities(N_CM, P_CM, MU_E, MU_H, kappa)
acc = Q / M0 * 1e4 * 1e-12        # cm^2/(V s ps)


def motion(_, v):
    rel = v[0] - v[1]
    return [acc/ME*(-FIELD - v[0]/MU_E - kappa*P_CM*rel),
            acc/MH*(FIELD - v[1]/MU_H + kappa*N_CM*rel)]


run = solve_ivp(motion, (0, 80), [0, 0], method="Radau",
                rtol=1e-9, atol=1e-5)
assert run.success
assert np.allclose(run.y[:, -1], [-mue*FIELD, muh*FIELD], rtol=1e-5)

# Random systems: reversal criteria, positivity, dissipation
rng = np.random.default_rng(4)
back_e = back_h = 0
for _ in range(3000):
    n, p = 10**rng.uniform(-1, 1, 2)
    a, b, kap = 10**rng.uniform(-1, 1, 3)
    ve, vh = velocities(n, p, a, b, kap, 1.0)
    assert (ve > 0) == (kap*b*(p-n) > 1)
    assert (vh < 0) == (kap*a*(n-p) > 1)
    assert not (ve > 0 and vh < 0)
    current = p*vh - n*ve
    heat = n*ve**2/a + p*vh**2/b + kap*n*p*(ve-vh)**2
    sigma_formula = ((n*a + p*b + kap*a*b*(n-p)**2)
                     / (1 + kap*(n*b + p*a)))
    assert current > 0 and np.isclose(current, heat, rtol=1e-8)
    assert np.isclose(current, sigma_formula, rtol=1e-8)
    back_e += ve > 0
    back_h += vh < 0
assert 0 < back_e < 3000 and 0 < back_h < 3000

# Threshold by root search, for two very different hole mobilities
mu_star = 1 / (kappa * (N_CM - P_CM))
for muh_trial in (500.0, 2e4):
    root = brentq(lambda m: velocities(N_CM, P_CM, m, muh_trial,
                                       kappa, 1.0)[1], 1e3, 1e7)
    assert abs(root / mu_star - 1) < 1e-7

# Strong friction: one common velocity
common = FIELD*(P_CM-N_CM)/(N_CM/MU_E + P_CM/MU_H)
strong = velocities(N_CM, P_CM, MU_E, MU_H, kappa*1e6, FIELD)
assert np.allclose(strong, common, rtol=1e-3)

ratio = kappa * MU_E * (N_CM - P_CM)
ve, vh = velocities(N_CM, P_CM, MU_E, MU_H, kappa, FIELD)
assert ratio > 1 and vh < 0
sig_e, sig_h = Q*N_CM*mue, Q*P_CM*muh
sig_free = Q*(N_CM*MU_E + P_CM*MU_H)
heat_e = Q*N_CM*ve**2/MU_E
heat_h = Q*P_CM*vh**2/MU_H
heat_f = Q*kappa*N_CM*P_CM*(ve-vh)**2


def drag(**options):
    return friction(**options) * MU_E * (N_CM - P_CM)


# Sizes of neglected effects
gap = GAP_EV * Q


def kane_energy(k2):
    e0 = HBAR**2 * k2 / (2 * M_EDGE * M0)
    return gap/2 * (np.sqrt(1 + 4*e0/gap) - 1)


e_fermi = kane_energy(KF**2 + (np.pi/WIDTH)**2)
e_second = kane_energy((2*np.pi/WIDTH)**2)
m_kane = M_EDGE * (1 + 2*e_fermi/gap)
p_weight = e_fermi / (gap + 2*e_fermi)
hole_gap = 3*HBAR**2*np.pi**2/(2*MH_Z*M0*WIDTH**2)
ef_e = np.pi*HBAR**2*N_SI/(ME*M0)
ef_h = np.pi*HBAR**2*P_CM*1e4/(MH*M0)
v_f = HBAR*KF/(ME*M0)
born = Q**2/(4*np.pi*EPS*C.epsilon_0*HBAR*v_f)
reduced = ME*MH/(ME+MH)
ryd = C.physical_constants["Rydberg constant times hc in J"][0]
exciton = 4*ryd*reduced/EPS**2
meV = Q * 1e-3

print(f"Temperature {TEMP:.0f} K, kT = {KT/meV:.2f} meV")
print(f"Well width {WIDTH*1e9:.0f} nm, relative permittivity {EPS}")
print(f"Densities n = {N_CM:.1e}, p = {P_CM:.1e} cm^-2")
print(f"Bare mobilities mu_e = {MU_E:.0f}, mu_h = {MU_H:.0f} cm2/Vs")
print(f"Masses m_e = {ME:.3f}, m_h = {MH:.2f} free masses")
print(f"Electron Fermi energy = {ef_e/meV:.1f} meV")
print(f"Fermi wavevector = {KF*1e-9:.4f} nm^-1")
print(f"Screening wavevector = {qs*1e-9:.4f} nm^-1")
print(f"Friction kappa = {kappa:.3e} V s")
print(f"Quadrature refinement shift = {100*conv:.1e} percent")
print(f"kappa from finite-drift force = {kappa_force:.3e} V s")
print(f"kappa for immobile charges = {kappa_ion:.3e} V s")
print(f"Elastic transport integral = {elastic:.3e} V s")
print(f"kappa/kappa_ion = {kappa/kappa_ion:.3f}")
print(f"Drag ratio kappa*mu_e*(n-p) = {ratio:.3f}")
print(f"Denominator D = {1+kappa*(N_CM*MU_H+P_CM*MU_E):.4f}")
print(f"Threshold electron mobility = {mu_star:.0f} cm2/Vs")
print(f"Effective electron mobility = {mue:.0f} cm2/Vs")
print(f"Effective hole mobility = {muh:.0f} cm2/Vs")
print(f"At {FIELD:.0f} V/cm: v_e = {ve:.0f}, v_h = {vh:.0f} cm/s")
print(f"Strong-friction common velocity = {common:.0f} cm/s")
print(f"Sheet conductivity, electrons = {sig_e*1e3:.4f} mS")
print(f"Sheet conductivity, holes = {sig_h*1e3:.4f} mS")
print(f"Sheet conductivity, total = {(sig_e+sig_h)*1e3:.4f} mS")
print(f"Total without friction = {sig_free*1e3:.4f} mS")
print(f"Heat from electron-bath friction = {heat_e*1e3:.4f} mW/cm2")
print(f"Heat from hole-bath friction = {heat_h*1e3:.4f} mW/cm2")
print(f"Heat from mutual friction = {heat_f*1e3:.4f} mW/cm2")
print(f"Hole density ending reversal = {N_CM-1/(kappa*MU_E):.3e} cm^-2")
for p in (1e9, 5e10, 1e11, 2e11):
    m = effective_mobilities(N_CM, p, MU_E, MU_H, kappa)
    s = Q*(N_CM*m[0] + p*m[1])*1e3
    print(f"p = {p:.0e} cm^-2: mu_h_eff = {m[1]:.0f} cm2/Vs, "
          f"sigma = {s:.3f} mS")
print(f"Kane mass at Fermi level = {m_kane:.4f} free masses")
print(f"Valence weight of Fermi-level state = {p_weight:.3f}")
print(f"Drag ratio, band-edge mass {M_EDGE} = {drag(me=M_EDGE):.3f}")
print(f"Drag ratio, Kane mass = {drag(me=m_kane):.3f}")
print(f"Drag ratio, Kane mass and overlap = "
      f"{drag(me=m_kane, p_weight=p_weight):.3f}")
print(f"Drag ratio, hole mass 0.05 = {drag(mh=0.05):.3f}")
print(f"Drag ratio, hole mass 0.20 = {drag(mh=0.20):.3f}")
print(f"Drag ratio, no screening = {drag(screen=0.0):.3f}")
print(f"Drag ratio, hole screening added = "
      f"{drag(q_extra=A*P_CM*1e4/KT):.3f}")
print(f"Second electron subband above Fermi level by "
      f"{(e_second-e_fermi)/meV:.0f} meV")
print(f"Second/first hole subband population = {np.exp(-hole_gap/KT):.3f}")
print(f"Hole Fermi energy/kT = {ef_h/KT:.3f}")
print(f"Born parameter e^2/(4 pi eps hbar v_F) = {born:.3f}")
print(f"Unscreened 2D exciton binding = {exciton/meV:.2f} meV")
print(f"Nonlinearity 2 hbar k_F |v_e-v_h|/kT = "
      f"{2*HBAR*KF*abs(ve-vh)*1e-2/KT:.4f}")
print(f"Electron heating in {T_ENERGY*1e12:.0f} ps = "
      f"{mue*FIELD**2*T_ENERGY*1e3:.1e} meV")
print(f"Electron momentum relaxation time = "
      f"{MU_E*1e-4*ME*M0/Q*1e12:.2f} ps")
print("PASS")
```

Output:

```
Temperature 77 K, kT = 6.64 meV
Well width 20 nm, relative permittivity 16.8
Densities n = 3.0e+11, p = 1.0e+10 cm^-2
Bare mobilities mu_e = 150000, mu_h = 5000 cm2/Vs
Masses m_e = 0.020, m_h = 0.10 free masses
Electron Fermi energy = 35.9 meV
Fermi wavevector = 0.1373 nm^-1
Screening wavevector = 0.0448 nm^-1
Friction kappa = 4.154e-17 V s
Quadrature refinement shift = 1.1e-10 percent
kappa from finite-drift force = 4.154e-17 V s
kappa for immobile charges = 6.886e-17 V s
Elastic transport integral = 6.886e-17 V s
kappa/kappa_ion = 0.603
Drag ratio kappa*mu_e*(n-p) = 1.807
Denominator D = 1.1246
Threshold electron mobility = 83013 cm2/Vs
Effective electron mobility = 141412 cm2/Vs
Effective hole mobility = -3588 cm2/Vs
At 1 V/cm: v_e = -141412, v_h = -3588 cm/s
Strong-friction common velocity = -72500 cm/s
Sheet conductivity, electrons = 6.7970 mS
Sheet conductivity, holes = -0.0057 mS
Sheet conductivity, total = 6.7913 mS
Total without friction = 7.2178 mS
Heat from electron-bath friction = 6.4079 mW/cm2
Heat from hole-bath friction = 0.0041 mW/cm2
Heat from mutual friction = 0.3793 mW/cm2
Hole density ending reversal = 1.395e+11 cm^-2
p = 1e+09 cm^-2: mu_h_eff = -4038 cm2/Vs, sigma = 7.166 mS
p = 5e+10 cm^-2: mu_h_eff = -2030 cm2/Vs, sigma = 5.504 mS
p = 1e+11 cm^-2: mu_h_eff = -730 cm2/Vs, sigma = 4.444 mS
p = 2e+11 cm^-2: mu_h_eff = 816 cm2/Vs, sigma = 3.214 mS
Kane mass at Fermi level = 0.0245 free masses
Valence weight of Fermi-level state = 0.214
Drag ratio, band-edge mass 0.014 = 1.014
Drag ratio, Kane mass = 2.463
Drag ratio, Kane mass and overlap = 1.900
Drag ratio, hole mass 0.05 = 1.300
Drag ratio, hole mass 0.20 = 2.255
Drag ratio, no screening = 4.075
Drag ratio, hole screening added = 1.669
Second electron subband above Fermi level by 73 meV
Second/first hole subband population = 0.183
Hole Fermi energy/kT = 0.036
Born parameter e^2/(4 pi eps hbar v_F) = 0.164
Unscreened 2D exciton binding = 3.21 meV
Nonlinearity 2 hbar k_F |v_e-v_h|/kT = 0.0375
Electron heating in 10 ps = 1.4e-03 meV
Electron momentum relaxation time = 1.71 ps
PASS
```
